**Magic collection angle with transverse photon exchange**

The program tests θ_M = (θ_E/γ)√U, where ln(1+U) = κU/(1+U), κ = 1 + 2/γ² and θ_E = ω/(γv²). Here θ_M is the collection semi-angle at which the signal of a uniaxial target does not depend on its tilt, ω is the energy loss, and v and γ are the speed and Lorentz factor of the beam electron. It asserts that the Coulomb and transverse terms add up to the compact form with q − β(β·q), and that the closed formula agrees with numerical angular integration when the numerator and propagator changes are switched on or off separately. It also asserts agreement, within 1 percent, with a calculation using full Dirac spinors and exact kinematics, and that the remaining difference shrinks when the loss is reduced tenfold. Further assertions cover the independence of tilt at the magic angle, the fast-electron limit and the dipole approximation for a hydrogenic transition. For a loss of 10 hartree the output gives θ_M = 1.16 mrad at 200 kV and 0.58 mrad at 300 kV, against 3.15 and 2.21 mrad for Coulomb exchange alone. Between the two voltages, θ_E falls by a factor of 0.703 and θ_M/θ_E by a factor of 0.708.

## Program and output

```python
"""Magic collection angle in electron energy-loss spectroscopy.

Result under test (Hartree atomic units, c = 1/alpha):
    theta_M = (theta_E/gamma)*sqrt(U),  ln(1+U) = kappa*U/(1+U),
    kappa = 1 + 2/gamma^2,  theta_E = loss/(gamma*v^2).
theta_M : collection semi-angle at which the signal of a uniaxial target does
          not depend on the tilt of its axis against the beam
v, gamma: speed and Lorentz factor of the beam electron; beta = v/c
loss    : energy given to the target; q: momentum given to the target
The formula is compared with Dirac plane waves with exact kinematics, in
Coulomb gauge, with and without exchange of transverse photons.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import lambertw

C = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
ALPHA = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in PAULI])


def beam(kilovolt):
    """Lorentz factor and beta of the beam electron."""
    gamma = 1 + kilovolt * 1e3 / HARTREE_EV / C**2
    return gamma, np.sqrt(1 - 1 / gamma**2)


def characteristic_angle(kilovolt, loss):
    gamma, beta = beam(kilovolt)
    return loss / (gamma * (beta * C)**2)


def root_u(weight):
    """Nonzero root of ln(1+U) = (1+2*weight)*U/(1+U)."""
    kappa = 1 + 2 * weight
    return -kappa / lambertw(-kappa * np.exp(-kappa)).real - 1


def magic_factor(gamma, numerator=True, propagator=True):
    """theta_M/theta_E from the closed form, each change on or off."""
    width = 1 / gamma if propagator else 1.0
    qz = 1 / gamma**2 if numerator else 1.0
    return width * np.sqrt(root_u((qz / width)**2))


def magic_factor_quadrature(gamma, numerator=True, propagator=True):
    """The same ratio from the angular integral itself."""
    beta_squared = 1 - 1 / gamma**2
    qz = 1 - beta_squared * numerator
    cut = 1 - beta_squared * propagator
    nodes, weights = np.polynomial.legendre.leggauss(300)

    def anisotropy(limit):
        t = 0.5 * limit * (nodes + 1)
        f = t * (qz**2 - t**2 / 2) / (t**2 + cut)**2
        return 0.5 * limit * np.sum(weights * f)
    return brentq(anisotropy, 0.2 / gamma**2, 60.0, xtol=1e-13)


def spinors(momenta, energy):
    """Positive-energy Dirac spinors, both spins, shape (n, 4, 2)."""
    sigma_p = np.einsum("nk,kab->nab", momenta, PAULI)
    upper = np.broadcast_to(np.eye(2), sigma_p.shape)
    lower = C * sigma_p / (energy + C**2)
    norm = np.sqrt((energy + C**2) / (2 * energy))
    return norm * np.concatenate([upper, lower], axis=1)


def dirac_signal(kilovolt, loss, collection, tilt, transverse=True):
    """Collected signal of a dipole transition along an axis tilted by tilt."""
    energy = beam(kilovolt)[0] * C**2
    p_in = np.sqrt((energy / C)**2 - C**2)
    p_out = np.sqrt(((energy - loss) / C)**2 - C**2)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    theta = np.repeat(0.5 * collection * (nodes + 1), 8)
    solid = np.repeat(0.5 * collection * weights, 8) * np.sin(theta) * np.pi / 4
    phi = np.tile(np.arange(8) * np.pi / 4, 60)
    final = p_out * np.stack([np.sin(theta) * np.cos(phi),
                              np.sin(theta) * np.sin(phi), np.cos(theta)], axis=1)
    initial = np.array([[0.0, 0.0, p_in]])
    q = initial - final
    q2 = np.sum(q**2, axis=1)
    u_in = spinors(initial, energy)[0]
    u_out = spinors(final, energy - loss).conj()
    axis = np.array([np.sin(tilt), 0.0, np.cos(tilt)])
    density = np.einsum("nas,at->nst", u_out, u_in)
    amplitude = density * (q @ axis / q2)[:, None, None]
    if transverse:
        alpha_u = np.einsum("kab,bt->kat", ALPHA, u_in)
        current = C * np.einsum("nas,kat->nkst", u_out, alpha_u)
        target = loss * (axis - q * (q @ axis / q2)[:, None])
        exchange = np.einsum("nkst,nk->nst", current, target) / C**2
        amplitude = amplitude - exchange / (q2 - (loss / C)**2)[:, None, None]
    return np.sum(solid * np.sum(np.abs(amplitude)**2, axis=(1, 2)))


def dirac_magic_angle(kilovolt, loss, transverse=True):
    """Angle at which axis parallel and perpendicular to beam agree."""
    unit = characteristic_angle(kilovolt, loss)

    def contrast(x):
        par = dirac_signal(kilovolt, loss, x * unit, 0.0, transverse)
        perp = dirac_signal(kilovolt, loss, x * unit, np.pi / 2, transverse)
        return par / perp - 1
    return unit * brentq(contrast, 0.3, 8.0, xtol=1e-11)


def dipole_errors(loss, q):
    """Relative errors of the dipole limit, hydrogenic 1s -> 2p of this loss."""
    z_nuc = np.sqrt(8 * loss / 3)
    x, w = np.polynomial.legendre.leggauss(80)
    r = (20 / z_nuc * (x + 1))[:, None]
    mu = x[None, :]
    volume = 20 / z_nuc * w[:, None] * w[None, :] * r**2
    s1 = np.sqrt(z_nuc**3 / np.pi) * np.exp(-z_nuc * r)
    p2 = z_nuc**2.5 / (4 * np.sqrt(2 * np.pi)) * r * np.exp(-z_nuc * r / 2)
    dipole = 2 * np.pi * np.sum(volume * p2 * s1 * r * mu**2)
    charge = 2 * np.pi * np.sum(volume * p2 * mu * s1 * np.sin(q * r * mu))
    current = np.pi * z_nuc * np.sum(volume * p2 * s1 * (1 - mu**2)
                                     * np.cos(q * r * mu))
    return charge / (q * dipole) - 1, current / (loss * dipole) - 1


# Coulomb plus transverse exchange equals the compact vector form.
for kv in (200, 300):
    gamma, beta = beam(kv)
    for q_perp in (0.03, 0.2, 1.0):
        omega = 10.0
        q = np.array([q_perp, 0.0, omega / (beta * C)])
        b = np.array([0.0, 0.0, beta])
        b_t = b - q * (b @ q) / (q @ q)
        gauge_sum = q / (q @ q) - omega / C * b_t / (q @ q - (omega / C)**2)
        compact = (q - b * (b @ q)) / (q_perp**2 + q[2]**2 / gamma**2)
        assert np.allclose(gauge_sum, compact, rtol=1e-11, atol=1e-13)

# Closed form against the angular integral, all four combinations.
for kv in (200, 300):
    g = beam(kv)[0]
    for num in (False, True):
        for prop in (False, True):
            assert abs(magic_factor(g, num, prop)
                       / magic_factor_quadrature(g, num, prop) - 1) < 1e-7
    assert magic_factor(g, True, False) < magic_factor(g)
    assert magic_factor(g) < magic_factor(g, False, False)
    assert magic_factor(g, False, False) < magic_factor(g, False, True)

# Fast limit 2/gamma^2 (next order is of relative size 1/gamma^2) and trend.
assert abs(magic_factor_quadrature(30.0) * 30.0**2 / 2 - 1) < 0.01
trend = [magic_factor(beam(kv)[0]) for kv in np.linspace(10, 1000, 100)]
assert np.all(np.diff(trend) < 0)

LOSS = 10.0
coulomb_factor = magic_factor(1.0)
print(f"energy loss: {LOSS:.1f} hartree")
print(f"speed of light: {C:.3f} a.u.")
print(f"Coulomb-only U: {root_u(1.0):.3f}")
print(f"Coulomb-only theta_M/theta_E: {coulomb_factor:.3f}")
results = {}
for kv in (200, 300):
    gamma, beta = beam(kv)
    theta_e = characteristic_angle(kv, LOSS)
    factor = magic_factor(gamma)
    theta_m = factor * theta_e
    theta_coulomb = coulomb_factor * theta_e
    dirac_full = dirac_magic_angle(kv, LOSS)
    dirac_coulomb = dirac_magic_angle(kv, LOSS, transverse=False)

    # Small-angle, small-loss formula: corrections are of first order in loss.
    error = abs(dirac_full / theta_m - 1)
    error_coulomb = abs(dirac_coulomb / theta_coulomb - 1)
    assert error < 0.01 and error_coulomb < 0.02
    small = LOSS / 10
    error_small = abs(dirac_magic_angle(kv, small) / (theta_m / 10) - 1)
    assert error_small < 0.2 * error + 1e-7

    # No dependence on tilt at the magic angle, clear dependence elsewhere.
    tilts = np.radians([0, 30, 60, 90])
    at_magic = np.array([dirac_signal(kv, LOSS, dirac_full, t) for t in tilts])
    assert np.ptp(at_magic) / at_magic.mean() < 1e-3
    for scale in (0.5, 2.0):
        off = [dirac_signal(kv, LOSS, scale * theta_m, t) for t in tilts]
        assert np.ptp(off) / np.mean(off) > 0.1

    # Signal ratio when the aperture is set to the Coulomb-only angle.
    u = (gamma * coulomb_factor)**2
    ratio = 2 / gamma**2 * u / (1 + u) / (np.log(1 + u) - u / (1 + u))
    ratio_dirac = (dirac_signal(kv, LOSS, theta_coulomb, 0.0)
                   / dirac_signal(kv, LOSS, theta_coulomb, np.pi / 2))
    assert abs(ratio_dirac / ratio - 1) < 0.03

    q_z = LOSS / (beta * C)
    q_rim = np.hypot(q_z, gamma * beta * C * theta_m)
    charge_error, current_error = dipole_errors(LOSS, q_rim)
    assert abs(charge_error) < 0.01 and abs(current_error) < 0.01
    results[kv] = (theta_e, factor, theta_m)

    print(f"--- {kv} kV ---")
    print(f"gamma: {gamma:.4f}")
    print(f"beta: {beta:.4f}")
    print(f"kappa: {1 + 2 / gamma**2:.4f}")
    print(f"U: {root_u(1 / gamma**2):.4f}")
    print(f"theta_E: {theta_e * 1e3:.4f} mrad")
    print(f"theta_M/theta_E, both changes: {factor:.4f}")
    print(f"theta_M/theta_E, numerator only: {magic_factor(gamma, True, False):.4f}")
    print(f"theta_M/theta_E, propagator only: {magic_factor(gamma, False, True):.3f}")
    print(f"theta_M: {theta_m * 1e3:.4f} mrad")
    print(f"theta_M converted: {np.degrees(theta_m):.5f} degree")
    print(f"theta_M, Dirac: {dirac_full * 1e3:.4f} mrad")
    print(f"Coulomb-only angle: {theta_coulomb * 1e3:.4f} mrad")
    print(f"Coulomb-only angle, Dirac: {dirac_coulomb * 1e3:.4f} mrad")
    print(f"signal parallel/perpendicular at Coulomb-only angle: {ratio:.4f}")
    print(f"same ratio, Dirac: {ratio_dirac:.4f}")
    print(f"q_z: {q_z:.4f} a.u.")
    print(f"q at aperture rim: {q_rim:.4f} a.u.")
    print(f"dipole-limit error, charge: {100 * charge_error:.3f} percent")
    print(f"dipole-limit error, current: {100 * current_error:.3f} percent")

falls = [results[300][i] / results[200][i] for i in range(3)]
assert falls[0] < 1 and falls[1] < 1
print("--- from 200 to 300 kV ---")
print(f"theta_E is multiplied by: {falls[0]:.4f}")
print(f"theta_M/theta_E is multiplied by: {falls[1]:.4f}")
print(f"theta_M is multiplied by: {falls[2]:.4f}")
print("no test failed")
```

Printed output:

```
energy loss: 10.0 hartree
speed of light: 137.036 a.u.
Coulomb-only U: 15.801
Coulomb-only theta_M/theta_E: 3.975
--- 200 kV ---
gamma: 1.3914
beta: 0.6953
kappa: 2.0331
U: 4.1441
theta_E: 0.7916 mrad
theta_M/theta_E, both changes: 1.4631
theta_M/theta_E, numerator only: 1.2349
theta_M/theta_E, propagator only: 8.023
theta_M: 1.1582 mrad
theta_M converted: 0.06636 degree
theta_M, Dirac: 1.1607 mrad
Coulomb-only angle: 3.1467 mrad
Coulomb-only angle, Dirac: 3.1578 mrad
signal parallel/perpendicular at Coulomb-only angle: 0.4026
same ratio, Dirac: 0.4040
q_z: 0.1050 a.u.
q at aperture rim: 0.1860 a.u.
dipole-limit error, charge: -0.173 percent
dipole-limit error, current: -0.115 percent
--- 300 kV ---
gamma: 1.5871
beta: 0.7765
kappa: 1.7940
U: 2.7058
theta_E: 0.5564 mrad
theta_M/theta_E, both changes: 1.0365
theta_M/theta_E, numerator only: 0.8821
theta_M/theta_E, propagator only: 12.787
theta_M: 0.5767 mrad
theta_M converted: 0.03304 degree
theta_M, Dirac: 0.5775 mrad
Coulomb-only angle: 2.2119 mrad
Coulomb-only angle, Dirac: 2.2173 mrad
signal parallel/perpendicular at Coulomb-only angle: 0.2834
same ratio, Dirac: 0.2841
q_z: 0.0940 a.u.
q at aperture rim: 0.1353 a.u.
dipole-limit error, charge: -0.092 percent
dipole-limit error, current: -0.061 percent
--- from 200 to 300 kV ---
theta_E is multiplied by: 0.7029
theta_M/theta_E is multiplied by: 0.7084
theta_M is multiplied by: 0.4979
no test failed
```
